# Ballistic conductance of a sharp graphene p-n step

A metal contact or a gate can dope one part of a graphene sheet with holes while the rest carries electrons. The boundary between the two parts adds a resistance even when no impurity is present. This problem finds that resistance for an abrupt boundary with equal carrier densities, and then asks how abrupt it must be.

**Setting.** The sheet lies in the $xy$ plane and has width $W$ along $y$. The potential energy is $U=0$ for $x<0$ and $U=U_0>0$ for $x>0$. Near one valley the electrons obey

$$
H=\hbar v(\sigma_xk_x+\sigma_yk_y)+U(x),
$$

where the Pauli matrices act on the amplitudes $(\psi_A,\psi_B)$ on the two sublattices, and $k_x=-i\partial_x$. Spin and valley give a degeneracy of 4. The assumptions are:

- no disorder, and reservoirs that absorb every outgoing electron;
- zero temperature and small bias;
- $k_FW\gg1$, with $k_F$ the Fermi wavevector;
- a step that is short compared with $1/k_F$ but does not scatter electrons between valleys.

The last condition holds if the step is smooth on the scale of the lattice constant. It also holds for an atomically abrupt step along a zigzag line, because the valleys then lie at different values of the conserved $k_y$.

## (a) Plane waves and the matching condition

*Find the spinor of a plane wave, its current along $x$, and the condition that joins the wave functions at the step. Which Fermi energy gives equal densities?*

**Solution.** Define the signed quantity $\varepsilon=(E-U)/\hbar v$, positive for electrons and negative for holes. In a region of constant $U$ the eigenvalue equation reads

$$
(k_x-ik_y)\psi_B=\varepsilon\psi_A,\qquad (k_x+ik_y)\psi_A=\varepsilon\psi_B .
$$

Combining the two gives $\varepsilon^2=k_x^2+k_y^2$. The second one fixes the spinor:

$$
\begin{pmatrix}\psi_A\\ \psi_B\end{pmatrix}\propto\begin{pmatrix}1\\ (k_x+ik_y)/\varepsilon\end{pmatrix}.
$$

The velocity operator is $\partial H/\partial(\hbar k_x)=v\sigma_x$, so the particle current is

$$
j_x=v\,\psi^\dagger\sigma_x\psi=2v\,\mathrm{Re}(\psi_A^*\psi_B)=2v\,k_x/\varepsilon .
$$

For electrons the current is parallel to $k_x$. For holes $\varepsilon<0$, and it is opposite to $k_x$.

For the matching, write the equation as $(-i\sigma_x\partial_x+\sigma_yk_y)\psi=\varepsilon\psi$ and multiply from the left by $i\sigma_x$. Since $\sigma_x^2=1$ and $i\sigma_x\sigma_y=-\sigma_z$,

$$
\partial_x\psi=M(x)\psi,\qquad M=i\varepsilon(x)\sigma_x+k_y\sigma_z. \tag{1}
$$

$M$ stays finite at the step, so its integral over a vanishing interval around $x=0$ is zero. Both components of $\psi$ are therefore continuous. The equation is of first order, so no condition on the derivative is added.

The carrier density on either side is $n=4\,\pi\varepsilon^2/(2\pi)^2=\varepsilon^2/\pi$. Equal densities need $|E_F|=|E_F-U_0|$, hence $E_F=U_0/2$. Then $\varepsilon=+k_F$ on the left and $-k_F$ on the right, with $k_F=\sqrt{\pi n}$.

## (b) Transmission at a given angle

*An electron arrives from the left with its velocity at angle $\varphi$ to the normal. Find the reflection and transmission amplitudes and the transmission probability.*

**Solution.** The potential does not depend on $y$, so $k_y=k_F\sin\varphi$ is conserved. The incident wave has $k_x=k_F\cos\varphi$ and the reflected wave $k_x=-k_F\cos\varphi$. The transmitted wave must carry current to the right. On the hole side this requires $k_x=-k_F\cos\varphi$.

The lower components, with the upper one set to 1, are:

- incident: $(\cos\varphi+i\sin\varphi)=e^{i\varphi}$;
- reflected: $(-\cos\varphi+i\sin\varphi)=-e^{-i\varphi}$;
- transmitted: $(-\cos\varphi+i\sin\varphi)/(-1)=e^{-i\varphi}$.

Continuity at $x=0$ gives

$$
1+r=t,\qquad e^{i\varphi}-r\,e^{-i\varphi}=t\,e^{-i\varphi}.
$$

Multiply the first equation by $e^{-i\varphi}$ and add it to the second. The terms in $r$ cancel:

$$
e^{i\varphi}+e^{-i\varphi}=2t\,e^{-i\varphi}
\quad\Rightarrow\quad t=\cos\varphi\,e^{i\varphi}.
$$

Then

$$
r=t-1=\cos^2\varphi-1+i\sin\varphi\cos\varphi=i\sin\varphi\,(\cos\varphi+i\sin\varphi)=i\sin\varphi\,e^{i\varphi}.
$$

By part (a), the incident and transmitted waves both carry current $2v\cos\varphi$ per unit squared amplitude. The transmission probability is therefore $|t|^2$ with no further factor:

$$
T(\varphi)=\cos^2\varphi,\qquad |r|^2=\sin^2\varphi,\qquad T+|r|^2=1. \tag{2}
$$

At $\varphi=0$ the incident and transmitted spinors are both $(1,1)$, and the reflected one, $(1,-1)$, is orthogonal to them. Continuity is met without reflection, whatever the height of the step. At an oblique angle the incident and transmitted spinors differ, and a reflected wave must make up the difference. The probability falls to 0.75 at 30°, 0.50 at 45° and 0.25 at 60°.

## (c) Conductance

*Find the conductance of the stepped sheet relative to that of a uniform sheet with the same density, and the resistance that the step adds.*

**Solution.** In one transverse mode, the states in an interval $dk_x$ carry the electric current $e v_x\,dk_x/2\pi$. Because $v_x=\hbar^{-1}dE/dk_x$, this equals $e\,dE/h$. A bias $V$ opens an energy window $eV$, so a fully transmitted mode contributes $e^2/h$ to the conductance, and a partly transmitted one $Te^2/h$. Modes are spaced by $2\pi/W$ in $k_y$. For a wide sheet the sum becomes an integral:

$$
G=\frac{4e^2}{h}\,\frac{W}{2\pi}\int_{-k_F}^{k_F}T\,dk_y .
$$

In the uniform sheet $T=1$ and

$$
G_0=\frac{4e^2}{h}\,\frac{k_FW}{\pi}.
$$

For the step, use $dk_y=k_F\cos\varphi\,d\varphi$ and then $s=\sin\varphi$:

$$
\frac{G_{pn}}{G_0}=\frac12\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi
=\frac12\int_{-1}^{1}(1-s^2)\,ds=\frac12\left(2-\frac23\right)=\frac23 . \tag{3}
$$

The factor $\cos\varphi$ from $dk_y$ matters: modes are evenly spaced in $k_y$, not in angle. The added resistance is

$$
\frac1{G_{pn}}-\frac1{G_0}=\left(\frac32-1\right)\frac1{G_0}=\frac1{2G_0}.
$$

$G_0$ is itself finite without any scattering, because a sheet of finite width has a finite number of modes. The ratio $2/3$ compares two-terminal values that both include this limit.

The result can be compared with a calculation that uses neither the Dirac equation nor spinor matching. A nearest-neighbour honeycomb lattice with lattice constant 0.246 nm, hopping 3.090 eV and an abrupt step along a zigzag line was solved with surface Green functions. At a Fermi energy of 0.1167 eV, summing over the whole Brillouin zone, the ratio is 0.6665 when the step lies between two zigzag chains and 0.6666 when it cuts through one. The number of open modes agrees with that of two Dirac valleys to about two parts in $10^4$. Lattice corrections to the conductance are thus negligible at this energy.

## (d) Unequal densities

*Let the Fermi wavevectors be $k_1$ on the electron side and $k_2$ on the hole side. Generalize equation (2).*

**Solution.** Define $\varphi_2$ by $k_1\sin\varphi_1=k_2\sin\varphi_2=k_y$. The transmitted lower component becomes $e^{-i\varphi_2}$, so

$$
1+r=t,\qquad e^{i\varphi_1}-r\,e^{-i\varphi_1}=t\,e^{-i\varphi_2}.
$$

Eliminating $r$ as before,

$$
2\cos\varphi_1=t\left(e^{-i\varphi_1}+e^{-i\varphi_2}\right)
=2t\,e^{-i(\varphi_1+\varphi_2)/2}\cos\frac{\varphi_1-\varphi_2}{2}.
$$

The currents per unit squared amplitude now differ, and their ratio is $\cos\varphi_2/\cos\varphi_1$. Therefore

$$
T=\frac{\cos\varphi_2}{\cos\varphi_1}|t|^2=\frac{\cos\varphi_1\cos\varphi_2}{\cos^2[(\varphi_1-\varphi_2)/2]} .
$$

For $k_1=k_2$ this returns $\cos^2\varphi$. If $k_2<k_1$, modes with $|k_y|>k_2$ find no propagating state on the hole side and are totally reflected.

With half the electron density on the hole side, the conductance is 0.739 of that of a uniform sheet at the *smaller* density. Relative to a uniform sheet at the larger density it is $0.739/\sqrt2=0.52$. The value $2/3$ therefore belongs to equal densities, and a comparison at unequal densities must name its reference.

## (e) How sharp is sharp?

*Replace the step by a linear ramp of length $d$ between the same two potentials. Find the leading correction for $k_Fd\ll1$, and estimate the ratio for $k_Fd\gg1$.*

**Solution.** Centre the ramp at $x=0$, so $\varepsilon(x)=-2k_Fx/d$ for $|x|<d/2$. Equation (1) gives $\psi(d/2)=P\,\psi(-d/2)$ with

$$
P=1+\int M\,dx+\iint_{x_1>x_2}M(x_1)M(x_2)\,dx_1dx_2+O(d^3).
$$

Compare this with the sharp step over the same interval. In both cases $\varepsilon$ is odd in $x$, so $\int\varepsilon\,dx=0$, and the first-order terms agree: both equal $k_yd\,\sigma_z$. For the second order, use $\sigma_x\sigma_z=-i\sigma_y=-\sigma_z\sigma_x$:

$$
M(x_1)M(x_2)=k_y^2-\varepsilon_1\varepsilon_2+k_y(\varepsilon_1-\varepsilon_2)\sigma_y .
$$

The first term is common to both profiles. The second integrates to $-\tfrac12(\int\varepsilon\,dx)^2=0$. In the third, a point $x$ serves as $x_1$ with weight $x+d/2$ and as $x_2$ with weight $d/2-x$, so

$$
J=\iint_{x_1>x_2}(\varepsilon_1-\varepsilon_2)\,dx_1dx_2=2\int x\,\varepsilon(x)\,dx .
$$

The ramp gives $J=-k_Fd^2/3$ and the sharp step $J=-k_Fd^2/2$. The difference is $+k_Fd^2/6$, and hence

$$
P_{\rm ramp}=P_{\rm step}+c\,\sigma_y,\qquad c=\frac{k_yk_Fd^2}{6}=\frac{(k_Fd)^2\sin\varphi}{6}.
$$

Propagation over half the interval differs from the identity by $O(d)$. To order $d^2$ the extra term may therefore be placed at $x=0$, where it changes the matching to $\psi_{\rm right}=(1+c\sigma_y)\psi_{\rm left}$, or $\psi_{\rm left}=(1-c\sigma_y)\psi_{\rm right}$. With $\sigma_y(a,b)^T=(-ib,ia)^T$,

$$
1+r=t(1+ic\,e^{-i\varphi}),\qquad e^{i\varphi}-r\,e^{-i\varphi}=t(e^{-i\varphi}-ic).
$$

Multiply the first by $e^{-i\varphi}$, add, and use $e^{-2i\varphi}-1=-2i\sin\varphi\,e^{-i\varphi}$:

$$
2\cos\varphi=2t\,e^{-i\varphi}(1+c\sin\varphi).
$$

Thus $T=\cos^2\varphi/(1+c\sin\varphi)^2$, which to this order is

$$
T\simeq\cos^2\varphi\left[1-\tfrac13(k_Fd)^2\sin^2\varphi\right].
$$

Since $\int\cos^3\varphi\sin^2\varphi\,d\varphi=\int_{-1}^1(s^2-s^4)\,ds=4/15$, the conductance ratio is

$$
\frac{G_{pn}}{G_0}\simeq\frac23-\frac{(k_Fd)^2}{6}\cdot\frac4{15}=\frac23-\frac{2}{45}(k_Fd)^2 . \tag{4}
$$

Numerical integration of equation (1) at $k_Fd=0.05$ gives the coefficient 0.04443, against $2/45=0.04444$.

In a long ramp, $k_Fd\gg1$, the potential varies slowly enough to define a local wavevector. It obeys $k_x^2=\varepsilon^2-k_y^2$, which is negative for $|x|<\tfrac12d|\sin\varphi|$. An oblique electron must tunnel through this strip, while at normal incidence the strip has zero width.

This picture does not apply to the short ramp, where the correction found above is quadratic in $d$. For the long ramp, the leading semiclassical estimate is $T\approx e^{-2S}$, where $S$ is the integral of the decay constant over the strip. The integrand traces a half-ellipse with semi-axes $|k_y|$ and $\tfrac12d|\sin\varphi|$, so

$$
2S=2\int\sqrt{k_y^2-(2k_Fx/d)^2}\,dx=\frac{\pi}{2}k_Fd\,\sin^2\varphi .
$$

Only small angles then contribute appreciably, and the limits of the integral over $s$ may be extended to infinity:

$$
\frac{G_{pn}}{G_0}\approx\frac12\int_{-\infty}^{\infty}e^{-\pi k_Fd\,s^2/2}\,ds=\frac1{\sqrt{2k_Fd}} .
$$

The ratio $2/3$ is thus the short-ramp limit, not a general property of graphene p-n junctions.

## (f) A numerical case

*Take a density of $10^{12}$ cm$^{-2}$ on each side, $v=10^6$ m/s and $W=1000$ nm. Evaluate the conductances, and judge the assumptions for a sheet 300 nm long with mobility $10^5$ cm$^2$/Vs.*

**Solution.** The density is 0.01 nm$^{-2}$, so $k_F=\sqrt{0.01\pi}=0.1772$ nm$^{-1}$. The Fermi energy is $\hbar vk_F=0.1167$ eV and the step height is twice that, 0.2333 eV. The mode number per spin and valley is $k_FW/\pi=56.4$. With $4e^2/h=0.15496$ mS,

$$
G_0=0.15496\times56.42=8.743\ \text{mS},\qquad G_{pn}=\tfrac23G_0=5.829\ \text{mS}.
$$

The resistances are 114.4 Ω and 171.6 Ω, so the step adds 57.2 Ω. Summing over discrete modes with periodic edges gives a ratio of 0.660, so the continuum in $k_y$ is adequate here.

**Ramp length.** The computed ratios, all at zero temperature, are:

| $d$ (nm) | $k_Fd$ | $G_{pn}/G_0$ |
|---|---|---|
| 1 | 0.177 | 0.665 |
| 5 | 0.886 | 0.634 |
| 20 | 3.545 | 0.409 |
| 50 | 8.862 | 0.233 |

At 5 nm the ratio is about 5% below $2/3$, and equation (4) gives 0.632. At 50 nm the long-ramp estimate gives 0.238, close to the computed value; at 20 nm it gives 0.376 and is only rough.

**Temperature.** At 4 K the ratio is 0.6665. At 300 K it is 0.52, with the chemical potential and step height held fixed and both sheets at the same temperature. An electron at energy $E_F+\delta$ sees wavevectors proportional to $E_F+\delta$ and $E_F-\delta$ on the two sides, and the smaller one limits the number of shared modes. The thermal average of $|\delta|$ is $2k_BT\ln2=0.036$ eV, about 31% of $E_F$, so roughly that fraction of the modes is lost. Part (d) shows, for its case, that the remaining modes transmit better than $2/3$ on average, which offsets part of the loss.

**Comparison with real devices.** These parameters are roughly those of good graphene encapsulated in hexagonal boron nitride. The gate field needed for the density, 0.52 MV/cm for a relative permittivity of 3.5, is well below the breakdown field of good boron nitride, which is roughly several MV/cm. A local gate that inverts a uniformly doped sheet must induce twice the density and needs about 1.0 MV/cm, still below breakdown. The mean free path of 1167 nm exceeds the length, so transport is nearly ballistic. Adding the diffusive resistance of 18.7 Ω in series changes the ratio to $133.1/190.3=0.70$. This is only an estimate, because scattering in the sheet also changes the angles at which electrons meet the step, and with them the resistance that the step adds. Metal contacts of 100 Ω µm each, a rough value for good ones, add 200 Ω. If they too are simply put in series, the estimated two-terminal ratio becomes $333.1/390.3=0.85$, with the step still taken to add 57.2 Ω. For the contacts, this simple addition assumes that the electrons they reflect return in random directions. If they kept their $k_y$ instead, resistances would add mode by mode, and the step would in general add a different amount. The assumption most at risk is sharpness: a gate some tens of nanometres from the sheet produces a ramp of similar length, and the ratio for the junction itself then falls to about 0.4 or less. The linear ramp is only a guide here, because a gate sets the density profile rather than the potential. For a gate at a distance $h$ of 20 to 50 nm and a density varying as $\tanh(\pi x/2h)$, the ratio runs from 0.42 to 0.31 if the local Fermi energy follows the square root of the density, and from 0.32 to 0.21 if the potential itself has the tanh shape. To approach $2/3$ at this density, a device needs a ramp of a few nanometres, equal densities, $k_BT\ll E_F$ and a series resistance that is small compared with $1/G_0$ or has been subtracted. These corrections were sized one at a time and should not simply be multiplied together. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Density on each side: 1.0e+12 cm^-2
Dirac velocity: 1.0e+06 m/s
Sheet width: 1000 nm, length: 300 nm
Fermi wavevector kF: 0.1772 nm^-1
Fermi wavelength: 35.4 nm
Fermi energy from Dirac point: 0.1167 eV
Step height U0: 0.2333 eV
Transmission at 0 degrees: 1.0000
Transmission at 15 degrees: 0.9330
Transmission at 30 degrees: 0.7500
Transmission at 45 degrees: 0.5000
Transmission at 60 degrees: 0.2500
Transmission at 75 degrees: 0.0670
Conductance quantum 4e^2/h: 0.15496 mS
Modes per spin and valley, kF W/pi: 56.42
Uniform conductance: 8.743 mS
p-n conductance: 5.829 mS
Ratio p-n/uniform (Dirac, sharp): 0.666667
Uniform resistance: 114.4 ohm
p-n resistance: 171.6 ohm
Added resistance of the step: 57.2 ohm
Lattice hopping: 3.090 eV (lattice constant 0.246 nm)
Ratio on the honeycomb lattice: 0.66656
Lattice mode count / Dirac mode count: 1.00007
Ramp: (2/3 - ratio)/(kF d)^2 at kF d = 0.05: 0.04443
Ramp: predicted coefficient 2/45: 0.04444
Ramp width 1 nm: kF d = 0.177, ratio = 0.6653
Ramp width 5 nm: kF d = 0.886, ratio = 0.6342
Ramp width 20 nm: kF d = 3.545, ratio = 0.4085
Ramp width 50 nm: kF d = 8.862, ratio = 0.2329
Ratio at 4 K: 0.6665
Thermal energy at 300 K: 0.0259 eV
Ratio at 300 K (both sheets at this T): 0.5199
Hole density halved, ratio to uniform sheet of that density: 0.7392
Discrete modes: 57 modes, ratio 0.6599
Mobility: 1.0e+05 cm^2/Vs, mean free path: 1167 nm
Diffusive series resistance: 18.7 ohm
Ratio with diffusive resistance: 0.6995
Metal contacts: 100 ohm um each, total 200 ohm
Ratio with diffusive and metal resistance: 0.8535
Gate field in hBN (permittivity 3.5): 0.517 MV/cm
```
